# Diamagnetic shift of a quantum-well subband in an in-plane field: a numerical check

```python
"""
Diamagnetic shift of the lowest subband minimum of a hard-wall quantum well
in an in-plane magnetic field.
Result under test:
    shift = (e^2 B^2 L^2 / 2m) * (1/12 - 1/(2 pi^2))   (first order)
L: well width, m: electron mass, B: field along y, z: growth direction,
k: wave number along x, X = -hbar k/(e B): centre of the magnetic parabola.
Internal units: meV and nm. Energies of the full Hamiltonian come from
finite-difference diagonalization, without perturbation theory.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

e, hbar, m_e = const.e, const.hbar, const.m_e
MEV = 1e-3 * e
mass_ratio, width, field = 0.067, 10.0, 10.0
mass = mass_ratio * m_e
kinetic = hbar**2 / (2 * mass) / MEV * 1e18        # meV nm^2


def parabola(B):
    """Coefficient e^2 B^2/(2m) in meV/nm^2."""
    return e**2 * B**2 / (2 * mass) / MEV * 1e-18


def ground(L, k, B, left, intervals=1200):
    """Ground energy, grid and normalized state; walls at left and left+L."""
    h = L / intervals
    z = left + h * np.arange(1, intervals)
    b = e * B / hbar * 1e-18                     # nm^-2
    diagonal = 2 * kinetic / h**2 + kinetic * (k + b * z)**2
    off = np.full(len(z) - 1, -kinetic / h**2)
    values, vectors = eigh_tridiagonal(diagonal, off, select='i',
                                       select_range=(0, 0))
    state = vectors[:, 0]
    return values[0], z, state * np.sign(state.sum())


def first_order(L, B):
    return parabola(B) * L**2 * (1 / 12 - 1 / (2 * np.pi**2))


def second_order(L, B):
    e1 = kinetic * (np.pi / L)**2
    total = 0.0
    for n in range(3, 60, 2):
        element = parabola(B) * 8 * n * L**2 / (np.pi**2 * (n**2 - 1)**2)
        total -= element**2 / (e1 * (n**2 - 1))
    return total


# Matrix elements of z^2 about the centre, by quadrature
def box_state(n, z):
    return np.sqrt(2 / width) * np.sin(n * np.pi * (z / width + 0.5))


def z2_element(n):
    return quad(lambda z: z**2 * box_state(n, z) * box_state(1, z),
                -width / 2, width / 2, epsabs=1e-11)[0]


variance = width**2 * (1 / 12 - 1 / (2 * np.pi**2))
assert abs(z2_element(1) - variance) < 1e-9
for n in (3, 5, 7):
    formula = 8 * n * width**2 / (np.pi**2 * (n**2 - 1)**2)
    assert abs(abs(z2_element(n)) - formula) < 1e-9
for n in (2, 4):
    assert abs(z2_element(n)) < 1e-9

# Shift from the full Hamiltonian against perturbation theory
energy_zero = ground(width, 0, 0, -width / 2)[0]
energy_one = kinetic * (np.pi / width)**2
assert abs(energy_zero / energy_one - 1) < 1e-5
energy_field = ground(width, 0, field, -width / 2)[0]
shift_full = energy_field - energy_zero
shift_1 = first_order(width, field)
shift_2 = second_order(width, field)
assert shift_full < shift_1                      # variational bound
assert abs(shift_full - shift_1 - shift_2) < 5e-6

wide = 20.0
wide_full = (ground(wide, 0, field, -wide / 2)[0]
             - ground(wide, 0, 0, -wide / 2)[0])
wide_1, wide_2 = first_order(wide, field), second_order(wide, field)
assert wide_full < wide_1
assert abs(wide_full - wide_1 - wide_2) < 2e-3   # third order remains

# Origin at a wall: search for the minimum over k
search = minimize_scalar(lambda k: ground(width, k, field, 0.0)[0],
                         bounds=(-0.2, 0.1), method='bounded',
                         options={'xatol': 1e-7})
k_formula = -e * field / hbar * 1e-18 * width / 2
assert abs(search.x / k_formula - 1) < 1e-3
assert abs(search.fun - energy_field) < 1e-5
wall_z2 = quad(lambda u: u**2 * 2 / width * np.sin(np.pi * u / width)**2,
               0, width)[0]
naive_shift = parabola(field) * wall_z2

# Slope of the energy with X, and position of the state relative to X
b_field = e * field / hbar * 1e-18


def centred(X):
    return ground(width, -b_field * X, field, -width / 2)


for X in (0.5, 2.0, 4.5, 8.0):
    _, z, state = centred(X)
    mean_z = np.sum(z * state**2)
    step = 0.05
    slope = (centred(X + step)[0] - centred(X - step)[0]) / (2 * step)
    assert mean_z < X and slope > 0
    assert abs(slope / (2 * parabola(field) * (X - mean_z)) - 1) < 1e-3

# Mirror inequality about X = 2 nm: larger on the side of the far wall
_, z, state = centred(2.0)
centre = int(np.argmin(abs(z - 2.0)))
reach = len(z) - 1 - centre
near_side = state[centre + 1:centre + reach + 1]
far_side = state[centre - reach:centre][::-1]
assert np.all(far_side > near_side)

# Finite barriers (rough values), position-dependent mass
barrier, barrier_mass = 250.0, 0.09
kin_b = kinetic * mass_ratio / barrier_mass
half = width / 2


def matching(E):
    q, kappa = np.sqrt(E / kinetic), np.sqrt((barrier - E) / kin_b)
    return kinetic * q * np.sin(q * half) - kin_b * kappa * np.cos(q * half)


energy_finite = brentq(matching, 1e-3, energy_one)
q = np.sqrt(energy_finite / kinetic)
kappa = np.sqrt((barrier - energy_finite) / kin_b)
edge = np.cos(q * half)**2
inside = quad(lambda x: np.cos(q * x)**2, 0, half)[0]
inside_z2 = quad(lambda x: x**2 * np.cos(q * x)**2, 0, half)[0]
outside = edge * quad(lambda x: np.exp(-2 * kappa * (x - half)),
                      half, half + 30)[0]
outside_z2 = edge * quad(lambda x: x**2 * np.exp(-2 * kappa * (x - half)),
                         half, half + 30)[0]
norm = inside + outside
outside_part = outside / norm
shift_finite = parabola(field) * (
    inside_z2 + mass_ratio / barrier_mass * outside_z2) / norm


def finite_ground(B):
    """Diagonalize the finite well; interfaces lie on grid points."""
    h, per_half, total_half = 0.02, 250, 1000
    index = np.arange(-total_half + 1, total_half)
    x = h * index
    links = np.arange(-total_half, total_half) + 0.5
    link_kin = np.where(abs(links) < per_half, kinetic, kin_b)
    weight = np.where(abs(index) < per_half, 0.0, 1.0)
    weight[abs(index) == per_half] = 0.5
    inverse_mass = 1 + weight * (mass_ratio / barrier_mass - 1)
    diagonal = ((link_kin[:-1] + link_kin[1:]) / h**2 + barrier * weight
                + parabola(B) * inverse_mass * x**2)
    return eigh_tridiagonal(diagonal, -link_kin[1:-1] / h**2,
                            eigvals_only=True, select='i',
                            select_range=(0, 0))[0]


finite_zero = finite_ground(0)
finite_full = finite_ground(field) - finite_zero
assert abs(finite_zero / energy_finite - 1) < 1e-3
assert finite_full < shift_finite
assert abs(finite_full / shift_finite - 1) < 0.01

# Other neglected effects, rough parameters
gap, g_factor, monolayer, tilt = 1500.0, 0.4, 0.28, 1.0


def nonparabolic(parabolic_energy):
    return gap / 2 * (np.sqrt(1 + 4 * parabolic_energy / gap) - 1)


shift_nonpar = nonparabolic(energy_one + shift_1) - nonparabolic(energy_one)
mu_b = const.physical_constants['Bohr magneton'][0]
zeeman_half = g_factor * mu_b * field / 2 / MEV
cyclotron = hbar * e * field / mass / MEV
tilt_energy = cyclotron * np.sin(np.radians(tilt)) / 2
energy_monolayer = energy_one - kinetic * (np.pi / (width + monolayer))**2
shift_monolayer = first_order(width + monolayer, field) - shift_1

assert abs(shift_1 - 0.43) < 0.005

print(f"well width L = {width:.1f} nm")
print(f"mass ratio m/m_e = {mass_ratio:.3f}")
print(f"in-plane field B = {field:.1f} T")
print(f"confinement energy E1 = {energy_one:.3f} meV")
print(f"spacing E2 - E1 = {3 * energy_one:.2f} meV")
print(f"spacing E3 - E1 = {8 * energy_one:.2f} meV")
print(f"magnetic length = {1 / np.sqrt(b_field):.3f} nm")
print(f"factor 1/12 - 1/(2 pi^2) = {variance / width**2:.6f}")
print(f"variance of z = {variance:.4f} nm^2")
print(f"rms width = {np.sqrt(variance):.4f} nm")
print(f"e^2 B^2/(2m) = {parabola(field):.5f} meV/nm^2")
print(f"first-order shift = {shift_1:.5f} meV")
print(f"first-order shift in SI = {shift_1 * MEV:.4e} J")
print(f"second-order correction = {shift_2:.6f} meV")
print(f"second/first order = {100 * shift_2 / shift_1:.3f} %")
print(f"shift by diagonalization = {shift_full:.5f} meV")
print(f"wall origin: k at minimum, formula = {k_formula:.5f} 1/nm")
print(f"wall origin: k at minimum, search = {search.x:.5f} 1/nm")
print(f"wall origin: shift at minimum = {search.fun-energy_zero:.5f} meV")
print(f"wall origin: <z^2> = {wall_z2:.3f} nm^2")
print(f"wall origin: naive shift at k=0 = {naive_shift:.3f} meV")
print(f"20 nm well: first-order shift = {wide_1:.4f} meV")
print(f"20 nm well: second-order correction = {wide_2:.4f} meV")
print(f"20 nm well: shift by diagonalization = {wide_full:.4f} meV")
print(f"barrier height (rough) = {barrier:.0f} meV")
print(f"barrier mass ratio (rough) = {barrier_mass:.2f}")
print(f"finite well: E1 = {energy_finite:.2f} meV")
print(f"finite well: probability in barriers = {100*outside_part:.1f} %")
print(f"finite well: first-order shift = {shift_finite:.3f} meV")
print(f"finite well: shift by diagonalization = {finite_full:.3f} meV")
print(f"band gap (rough) = {gap:.0f} meV")
print(f"hard-wall shift, nonparabolic band = {shift_nonpar:.3f} meV")
print(f"g factor magnitude (rough) = {g_factor:.1f}")
print(f"Zeeman energy, plus or minus = {zeeman_half:.3f} meV")
print(f"cyclotron energy at full field = {cyclotron:.2f} meV")
print(f"field tilt = {tilt:.1f} degree")
print(f"half cyclotron energy from tilt = {tilt_energy:.3f} meV")
print(f"monolayer thickness (rough) = {monolayer:.2f} nm")
print(f"fall of E1 for one more monolayer = {energy_monolayer:.2f} meV")
print(f"rise of shift for one more monolayer = {shift_monolayer:.4f} meV")
for temperature in (4, 300):
    thermal = const.k * temperature / MEV
    print(f"thermal energy at {temperature} K = {thermal:.3f} meV")
print("all tests passed")
```

It prints:

```
well width L = 10.0 nm
mass ratio m/m_e = 0.067
in-plane field B = 10.0 T
confinement energy E1 = 56.124 meV
spacing E2 - E1 = 168.37 meV
spacing E3 - E1 = 448.99 meV
magnetic length = 8.113 nm
factor 1/12 - 1/(2 pi^2) = 0.032673
variance of z = 3.2673 nm^2
rms width = 1.8076 nm
e^2 B^2/(2m) = 0.13126 meV/nm^2
first-order shift = 0.42885 meV
first-order shift in SI = 6.8709e-23 J
second-order correction = -0.000561 meV
second/first order = -0.131 %
shift by diagonalization = 0.42829 meV
wall origin: k at minimum, formula = -0.07596 1/nm
wall origin: k at minimum, search = -0.07596 1/nm
wall origin: shift at minimum = 0.42829 meV
wall origin: <z^2> = 28.267 nm^2
wall origin: naive shift at k=0 = 3.710 meV
20 nm well: first-order shift = 1.7154 meV
20 nm well: second-order correction = -0.0359 meV
20 nm well: shift by diagonalization = 1.6803 meV
barrier height (rough) = 250 meV
barrier mass ratio (rough) = 0.09
finite well: E1 = 30.69 meV
finite well: probability in barriers = 3.2 %
finite well: first-order shift = 0.775 meV
finite well: shift by diagonalization = 0.772 meV
band gap (rough) = 1500 meV
hard-wall shift, nonparabolic band = 0.400 meV
g factor magnitude (rough) = 0.4
Zeeman energy, plus or minus = 0.116 meV
cyclotron energy at full field = 17.28 meV
field tilt = 1.0 degree
half cyclotron energy from tilt = 0.151 meV
monolayer thickness (rough) = 0.28 nm
fall of E1 for one more monolayer = 3.02 meV
rise of shift for one more monolayer = 0.0244 meV
thermal energy at 4 K = 0.345 meV
thermal energy at 300 K = 25.852 meV
all tests passed
```
